# One-way modes at a mass reversal in a Dirac sheet: a program that tests the result

```python
"""
RESULT UNDER TEST
A Dirac sheet H = hv*(tau*kx*sx - i*sy*d/dy) + m(y)*sz whose mass m changes sign
across the line y = 0 binds one one-way mode per flavour (valley tau, spin s):
    psi ~ exp(-chi * integral(m)/hv) * (1, -chi),   E = -chi*tau*hv*kx,
chi = sign of m at y -> +infinity.  No such mode exists if m keeps its sign.
Symbols: hv = hbar*velocity (eV nm), m = U(y) + tau*s*lam, U = staggered
potential, lam = spin-orbit mass, w = wall width, a = lattice constant.
The independent side is a honeycomb-lattice ribbon holding both valleys.
Energies in eV and lengths in nm inside the program.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.sparse import diags
from scipy.sparse.linalg import eigsh
from scipy.special import beta as beta_function, expit

# ---------- inputs: rough typical values in the regime of germanene ----------
velocity = 5.0e5             # m/s
lam = 0.012                  # eV
a = 0.40                     # nm
buckling = 0.07              # nm, height difference of the two sublattices
U0 = 0.020                   # eV, chosen
w = 20.0                     # nm, chosen
breakdown = 10.0             # MV/cm, rough dielectric strength
rashba = 0.010               # eV, rough intrinsic Rashba parameter
eps_r = 4.0                  # rough dielectric constant of the surroundings
mismatch = 0.2               # scalar potential / staggered potential
hv = const.hbar * velocity / const.e * 1e9
row = np.sqrt(3) * a / 2     # spacing of lattice rows
hop = hv / row               # nearest-neighbour hopping
meV = 1e3

# ---------- symbolic test for an arbitrary mass profile ----------
y_s, k_s, tau_s = sp.symbols("y k tau", real=True)
hv_s = sp.symbols("hv", positive=True)
F = sp.Function("F")(y_s)    # F is the integral of the mass
sx = sp.Matrix([[0, 1], [1, 0]])
sy = sp.Matrix([[0, -sp.I], [sp.I, 0]])
sz = sp.Matrix([[1, 0], [0, -1]])
for chi in (1, -1):
    psi = sp.exp(-chi * F / hv_s) * sp.Matrix([1, -chi])
    h_psi = (tau_s * hv_s * k_s * sx * psi - sp.I * hv_s * sy * psi.diff(y_s)
             + F.diff(y_s) * sz * psi)
    residual = (h_psi + chi * tau_s * hv_s * k_s * psi).applyfunc(sp.simplify)
    assert residual == sp.zeros(2, 1)

# ---------- honeycomb ribbon, momentum along the wall conserved ----------
half_width = 350.0
n_rows = int(2 * half_width / row)
y_a = (np.arange(n_rows) - n_rows / 2) * row
site_y = np.column_stack([y_a, y_a + row / 3]).ravel()
sublattice = np.tile([1.0, -1.0], n_rows)
start = np.random.default_rng(1).normal(size=2 * n_rows)


def wall_states(tau, s, k, stagger, so_mass, scalar=None):
    """Ribbon eigenstates nearest zero energy that sit at the wall."""
    ka = tau * 2 * np.pi / 3 + k * a
    t2 = s * so_mass / (3 * np.sqrt(3))
    diagonal = sublattice * (stagger(site_y) + 2 * t2 * np.sin(ka))
    if scalar is not None:
        diagonal = diagonal + scalar(site_y)
    near = np.full(2 * n_rows - 1, -hop)
    near[0::2] = -2 * hop * np.cos(ka / 2)
    second = sublattice[:-2] * (-2 * t2 * np.sin(ka / 2))
    H = diags([second, near, diagonal, near, second], [-2, -1, 0, 1, 2],
              format="csc")
    energy, vec = eigsh(H, k=8, sigma=1e-4, which="LM", v0=start)
    weight = (vec[np.abs(site_y) < 150.0] ** 2).sum(axis=0)
    chosen = [i for i in np.argsort(np.abs(energy)) if weight[i] > 0.8]
    return energy[chosen], vec[:, chosen]


def valley_wall(y):
    return U0 * np.tanh(y / w)


def reversed_wall(y):
    return -U0 * np.tanh(y / w)


def half_wall(y):
    return U0 * (1 + np.tanh(y / w)) / 2


flavours = [(1, 1), (1, -1), (-1, 1), (-1, -1)]
k_test = 0.0005 / hv
walls = {"U -U0 to +U0": (valley_wall, -U0, U0),
         "U +U0 to -U0": (reversed_wall, U0, -U0),
         "U 0 to +U0": (half_wall, 0.0, U0)}
lattice_velocity = {}
worst_velocity = 0.0
for name, (profile, u_left, u_right) in walls.items():
    for tau, s in flavours:
        m_left = u_left + tau * s * lam
        m_right = u_right + tau * s * lam
        e_plus, _ = wall_states(tau, s, k_test, profile, lam)
        e_minus, _ = wall_states(tau, s, -k_test, profile, lam)
        expected_count = 1 if m_left * m_right < 0 else 0
        assert len(e_plus) == len(e_minus) == expected_count
        if expected_count:
            ratio = (e_plus[0] - e_minus[0]) / (2 * hv * k_test)
            error = abs(ratio + tau * np.sign(m_right))
            assert error < 3e-3
            worst_velocity = max(worst_velocity, error)
            lattice_velocity[name, tau, s] = ratio
        else:
            lattice_velocity[name, tau, s] = None

# ---------- density of the mode, its norm, and the lattice shift ----------
nu = U0 * w / hv


def density(y, sign):
    """Normalised density for tau*s = sign at the valley wall."""
    kappa = sign * lam * w / hv
    u = np.abs(y / w)
    log_cosh = u + np.log1p(np.exp(-2 * u)) - np.log(2)
    norm = w * 2 ** (2 * nu - 1) * beta_function(nu + kappa, nu - kappa)
    return np.exp(-2 * kappa * y / w - 2 * nu * log_cosh) / norm


y_grid = np.linspace(-900, 900, 36001)
dy = y_grid[1] - y_grid[0]
worst_density = 0.0
for s in (1, -1):
    rho = density(y_grid, s)
    assert abs(rho.sum() * dy - 1) < 1e-6
    energy0, vec0 = wall_states(1, s, 0.0, valley_wall, lam)
    lattice_rho = (vec0[:, 0] ** 2).reshape(-1, 2).sum(axis=1) / row
    y_row = y_a + row / 6
    difference = np.max(np.abs(lattice_rho - density(y_row, s))) / rho.max()
    assert difference < 0.02
    worst_density = max(worst_density, difference)
    peak = -s * w * np.arctanh(lam / U0)
    assert abs(y_row[np.argmax(lattice_rho)] - peak) < 0.7
    mass = valley_wall(y_grid) + s * lam
    k2_mean = (rho * mass ** 2).sum() * dy / hv ** 2
    shift_formula = hv * row * k2_mean / 6
    shift_lattice = energy0[0]
    assert abs(shift_lattice / shift_formula - 1) < 0.1
    if s == 1:
        peak_up = peak
        mean_y = (rho * y_grid).sum() * dy
        rms_width = np.sqrt((rho * (y_grid - mean_y) ** 2).sum() * dy)
        peak_density = rho.max()
k_rms = np.sqrt(k2_mean)


# ---------- paired, two-way modes ----------
def partner_levels(width, so, sign, box=900.0, points=7201):
    """Lowest levels of -hv^2 d2/dy2 + m^2 + sign*hv*m' in a closed box."""
    y = np.linspace(-box, box, points)
    step = y[1] - y[0]
    m = U0 * np.tanh(y / width) + so
    slope = U0 / width * (1 - np.tanh(y / width) ** 2)
    potential = m ** 2 + sign * hv * slope
    main = potential + 2 * hv ** 2 / step ** 2
    side = np.full(points - 1, -hv ** 2 / step ** 2)
    levels = eigh_tridiagonal(main, side, eigvals_only=True, select="i",
                              select_range=(0, 1))
    return levels, potential


w_wide = 60.0
eps1 = np.sqrt(U0 ** 2 - (U0 - hv / w_wide) ** 2)
minus_levels, _ = partner_levels(w_wide, 0.0, -1)
plus_levels, _ = partner_levels(w_wide, 0.0, +1)
assert abs(minus_levels[0]) < 1e-3 * U0 ** 2
assert abs(minus_levels[1] / eps1 ** 2 - 1) < 1e-3
assert abs(plus_levels[0] / eps1 ** 2 - 1) < 1e-3
k_pair = 0.008 / hv
pair_energy = np.sqrt(eps1 ** 2 + (hv * k_pair) ** 2)
wide_states, _ = wall_states(1, 1, k_pair,
                             lambda y: U0 * np.tanh(y / w_wide), 0.0)
pair_lattice = np.sort(wide_states[1:3])
# lattice warping moves these levels by some hundredths of a meV
assert np.all(np.abs(pair_lattice - [-pair_energy, pair_energy]) < 1e-4)

m_small, m_large = U0 - lam, U0 + lam
assert w * m_small <= hv
for so in (lam, -lam):
    levels, potential = partner_levels(w, so, +1)
    assert potential.min() >= m_small ** 2 * (1 - 1e-9)
    assert levels[0] > m_small ** 2
w_broad = 120.0
broad_levels, _ = partner_levels(w_broad, lam, +1)
assert w_broad * m_small > hv and broad_levels[0] < m_small ** 2
eps_broad = np.sqrt(broad_levels[0])

# ---------- scalar potential from mismatched gates ----------
slow = np.sqrt(1 - mismatch ** 2)
for tau, s in flavours:
    pair = [wall_states(tau, s, k, valley_wall, lam,
                        lambda y: mismatch * valley_wall(y))[0]
            for k in (k_test, -k_test)]
    assert len(pair[0]) == len(pair[1]) == 1
    offset = (pair[0][0] + pair[1][0]) / 2
    speed = (pair[0][0] - pair[1][0]) / (2 * hv * k_test)
    assert abs(offset + mismatch * tau * s * lam) < 5e-5
    assert abs(speed + tau * slow) < 3e-3

# ---------- size of further neglected effects ----------
field = 2 * U0 / buckling * 10           # V/nm to MV/cm
critical_field = 2 * lam / buckling * 10
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9 / (eps_r * hv)
strip = 1000.0                           # nm of sheet compared with the wall
thermal = {}
for T in (10.0, 77.0):
    kT = const.k * T / const.e
    bulk = 0.0
    for m in (m_small, m_small, m_large, m_large):
        integral = quad(lambda E: E * expit(-E / kT), m, m + 40 * kT)[0]
        bulk += integral / (2 * np.pi * hv ** 2)
    line = 4 * kT * np.log(2) / (2 * np.pi * hv)
    direct = 4 * quad(lambda k: expit(-hv * k / kT), 0, 40 * kT / hv)[0]
    assert abs(direct / (2 * np.pi) / line - 1) < 1e-6
    thermal[T] = (bulk * 1e14, line * 1e3, bulk * strip / line)

# ---------- output ----------
print(f"velocity v = {velocity:.2e} m/s; hbar*v = {hv:.4f} eV nm")
print(f"spin-orbit mass lambda = {lam*meV:.1f} meV")
print(f"staggered potential U0 = {U0*meV:.1f} meV; width w = {w:.1f} nm")
print(f"lattice constant a = {a:.2f} nm; buckling = {buckling:.2f} nm")
print(f"lattice hopping t = {hop:.3f} eV; row spacing = {row:.4f} nm")
print(f"far masses |m| = {m_small*meV:.1f} and {m_large*meV:.1f} meV")
print(f"amplitude tail lengths = {hv/m_small:.1f} and {hv/m_large:.1f} nm")
print(f"nu = {nu:.4f}; |kappa| = {lam*w/hv:.4f}")
print(f"peak position, tau*s=+1: {peak_up:.2f} nm; tau*s=-1: {-peak_up:.2f} nm")
print(f"mean position, tau*s=+1: {mean_y:.2f} nm")
print(f"rms width of density = {rms_width:.2f} nm")
print(f"peak density = {peak_density:.5f} per nm")
for name in ("U -U0 to +U0", "U 0 to +U0"):
    for tau, s in flavours:
        value = lattice_velocity[name, tau, s]
        text = "no mode" if value is None else f"{value:+.5f}"
        print(f"lattice velocity/v, {name}, tau={tau:+d} s={s:+d}: {text}")
print(f"largest velocity error, all three walls = {worst_velocity:.1e}")
print(f"largest density error / peak = {worst_density:.1e}")
print(f"w*min|m|/(hbar*v) = {w*m_small/hv:.3f} (no paired mode if <= 1)")
print(f"paired mode, lambda=0, w={w_wide:.0f} nm: eps1 = {eps1*meV:.3f} meV")
print(f"  same by finite differences = {np.sqrt(plus_levels[0])*meV:.3f} meV")
print(f"  at hbar*v*k = {hv*k_pair*meV:.1f} meV: +-{pair_energy*meV:.3f} meV")
print(f"  lattice: {pair_lattice[0]*meV:.3f}, {pair_lattice[1]*meV:.3f} meV")
print(f"paired mode, lambda on, w={w_broad:.0f} nm: {eps_broad*meV:.2f} meV")
print(f"gate mismatch beta = {mismatch:.2f}: speed/v = {slow:.4f}")
print(f"  energy offset = -+{mismatch*lam*meV:.2f} meV for tau*s = +-1")
print(f"rms transverse wavenumber = {k_rms:.4f} per nm")
print(f"lattice warping shift, formula = {shift_formula*meV:.4f} meV")
print(f"lattice warping shift, ribbon = {shift_lattice*meV:.4f} meV")
print(f"rough Rashba parameter = {rashba*meV:.0f} meV")
print(f"Rashba mixing energy = {rashba*a*k_rms*meV:.3f} meV")
print(f"local field for U0 = {field:.2f} MV/cm")
print(f"local field for U = lambda: {critical_field:.2f} MV/cm")
print(f"rough breakdown field = {breakdown:.0f} MV/cm")
print(f"field / breakdown = {field/breakdown:.2f}")
print(f"Coulomb coupling e2/(4 pi eps0 eps hbar v) = {coulomb:.2f}")
print(f"  with rough dielectric constant = {eps_r:.0f}")
for T, (n_bulk, n_line, ratio) in thermal.items():
    print(f"T = {T:.0f} K: bulk electrons = {n_bulk:.2e} per cm2")
    print(f"  wall electrons = {n_line:.3f} per um")
    print(f"  bulk in {strip/1000:.0f} um strip / wall = {ratio:.2e}")
print("all tests passed")
```

Printed output:

```
velocity v = 5.00e+05 m/s; hbar*v = 0.3291 eV nm
spin-orbit mass lambda = 12.0 meV
staggered potential U0 = 20.0 meV; width w = 20.0 nm
lattice constant a = 0.40 nm; buckling = 0.07 nm
lattice hopping t = 0.950 eV; row spacing = 0.3464 nm
far masses |m| = 8.0 and 32.0 meV
amplitude tail lengths = 41.1 and 10.3 nm
nu = 1.2154; |kappa| = 0.7292
peak position, tau*s=+1: -13.86 nm; tau*s=-1: 13.86 nm
mean position, tau*s=+1: -24.20 nm
rms width of density = 24.18 nm
peak density = 0.02108 per nm
lattice velocity/v, U -U0 to +U0, tau=+1 s=+1: -0.99999
lattice velocity/v, U -U0 to +U0, tau=+1 s=-1: -0.99999
lattice velocity/v, U -U0 to +U0, tau=-1 s=+1: +0.99999
lattice velocity/v, U -U0 to +U0, tau=-1 s=-1: +0.99999
lattice velocity/v, U 0 to +U0, tau=+1 s=+1: no mode
lattice velocity/v, U 0 to +U0, tau=+1 s=-1: -0.99999
lattice velocity/v, U 0 to +U0, tau=-1 s=+1: +0.99999
lattice velocity/v, U 0 to +U0, tau=-1 s=-1: no mode
largest velocity error, all three walls = 1.3e-05
largest density error / peak = 5.0e-05
w*min|m|/(hbar*v) = 0.486 (no paired mode if <= 1)
paired mode, lambda=0, w=60 nm: eps1 = 13.759 meV
  same by finite differences = 13.759 meV
  at hbar*v*k = 8.0 meV: +-15.916 meV
  lattice: -15.894, 15.908 meV
paired mode, lambda on, w=120 nm: 7.26 meV
gate mismatch beta = 0.20: speed/v = 0.9798
  energy offset = -+2.40 meV for tau*s = +-1
rms transverse wavenumber = 0.0262 per nm
lattice warping shift, formula = 0.0131 meV
lattice warping shift, ribbon = 0.0131 meV
rough Rashba parameter = 10 meV
Rashba mixing energy = 0.105 meV
local field for U0 = 5.71 MV/cm
local field for U = lambda: 3.43 MV/cm
rough breakdown field = 10 MV/cm
field / breakdown = 0.57
Coulomb coupling e2/(4 pi eps0 eps hbar v) = 1.09
  with rough dielectric constant = 4
T = 10 K: bulk electrons = 2.09e+05 per cm2
  wall electrons = 1.155 per um
  bulk in 1 um strip / wall = 1.81e-03
T = 77 K: bulk electrons = 8.31e+09 per cm2
  wall electrons = 8.897 per um
  bulk in 1 um strip / wall = 9.34e+00
all tests passed
```
